\section*{The classical limit on midplane density in a double-gate silicon film}

\section*{Problem}

An undoped silicon film occupies $-t/2\le x\le t/2$. Identical gates, held at the same potential, face its two surfaces through identical oxides. The electrons obey Boltzmann statistics, their quasi-Fermi level is constant across the film, and the potential varies only with $x$. Holes and fixed charge are neglected, and the relative permittivity $\kappa$ is uniform. Gaussian units are used in the algebra, with $e>0$.

\begin{enumerate}
\item Solve the Poisson--Boltzmann equation in terms of the midplane electron density $n_0$. Show that $n_0$ has an upper limit which no gate bias can overcome. Show that for $t=10$ nm, $T=300$ K and $\kappa=11.7$ it is about $3.3\times10^{18}\ \mathrm{cm^{-3}}$.
\item Relate $n_0$ to the electron sheet density $N$ of the whole film and to the gate potential. Find the limits of small and large $N$.
\item Evaluate the solution for $N=10^{13}\ \mathrm{cm^{-2}}$ and an oxide of thickness $t_{\rm ox}=1$ nm with $\kappa_{\rm ox}=3.9$. Decide whether the limit survives Fermi statistics and quantum confinement.
\end{enumerate}

\section*{Solution}

\subsection*{The equation and its symmetry}

Let $\phi$ be the electrostatic potential, measured so that
\begin{equation}
n(x)=n_i e^{e\phi(x)/kT},
\end{equation}
where $n_i$ is the intrinsic density. A quasi-Fermi level that is constant across the film only shifts the zero of $\phi$. The charge density is $-en$, so Poisson's equation reads
\begin{equation}
\phi''=\frac{4\pi e}{\kappa}\,n(x). \label{eq:poisson}
\end{equation}

The oxide contains no charge, so its field is uniform. Continuity of the normal displacement at the right surface gives
\begin{equation}
\kappa\phi'(t/2)=\kappa_{\rm ox}\frac{V_G-\phi(t/2)}{t_{\rm ox}}, \label{eq:bc}
\end{equation}
where $V_G$ is the gate potential, corrected for the work function so that $\phi=V_G$ would hold without charge. The left surface obeys the mirror-image condition.

This problem has at most one solution. Suppose there were two, with difference $w=\phi_1-\phi_2$. Multiplying the difference of their Poisson equations by $w$ and integrating by parts gives
\begin{equation}
[ww']_{-t/2}^{t/2}-\int w'^2dx=\frac{4\pi e}{\kappa}\int w(n_1-n_2)\,dx .
\end{equation}
The boundary conditions make the first term $-g[w(t/2)^2+w(-t/2)^2]$, with $g=\kappa_{\rm ox}/(\kappa t_{\rm ox})>0$. The left side is therefore not positive. The right side is not negative, because $n$ increases with $\phi$. Both must vanish, which forces $w=0$. The mirror image of a solution is also a solution, so the two coincide: $\phi$ is even and $\phi'(0)=0$.

\subsection*{Integration from the midplane}

Define
\begin{equation}
u(x)=\frac{e[\phi(x)-\phi(0)]}{kT},\qquad
q^2=\frac{2\pi e^2n_0}{\kappa kT}. \label{eq:q}
\end{equation}
Then $n=n_0e^u$, and multiplying \eqref{eq:poisson} by $e/kT$ gives
\begin{equation}
u''=\frac{4\pi e^2n_0}{\kappa kT}e^u=2q^2e^u,\qquad u(0)=u'(0)=0. \label{eq:u}
\end{equation}
Multiply by $u'$. The left side becomes $(u'^2/2)'$ and the right side $(2q^2e^u)'$. Integration from the midplane yields
\begin{equation}
u'^2=4q^2(e^u-1). \label{eq:first}
\end{equation}

Since $u''>0$, $u'$ is positive for $x>0$, and the positive root applies there. Put $e^{-u/2}=\cos\theta$ with $0\le\theta<\pi/2$. Then
\begin{equation}
u=-2\ln\cos\theta,\qquad u'=2\theta'\tan\theta,\qquad
\sqrt{e^u-1}=\tan\theta .
\end{equation}
Equation \eqref{eq:first} becomes $2\theta'\tan\theta=2q\tan\theta$, so $\theta'=q$ for $x>0$. With $\theta(0)=0$ this gives $\theta=qx$. By symmetry, on both sides of the midplane,
\begin{equation}
u=-2\ln\cos(qx),\qquad n(x)=\frac{n_0}{\cos^2(qx)}. \label{eq:profile}
\end{equation}
Differentiation confirms it: $u'=2q\tan(qx)$ and $u''=2q^2/\cos^2(qx)=2q^2e^u$. The first integral alone would also admit $u=0$, but that function does not satisfy \eqref{eq:u}. The right side of \eqref{eq:u} is smooth in $u$, so the initial values fix a single solution, and \eqref{eq:profile} is it.

\subsection*{The upper limit}

The potential must be finite up to and including the surfaces. The solution \eqref{eq:profile} first diverges at $|x|=\pi/(2q)$, so
\begin{equation}
\beta\equiv\frac{qt}{2}<\frac{\pi}{2}. \label{eq:beta}
\end{equation}
Thus $q^2<\pi^2/t^2$. Inserting \eqref{eq:q} gives
\begin{equation}
\boxed{\,n_0<n_{\rm cap}=\frac{\pi\kappa kT}{2e^2t^2}\,},\qquad
\frac{n_0}{n_{\rm cap}}=\left(\frac{2\beta}{\pi}\right)^2. \label{eq:cap}
\end{equation}
If $n_0=n_{\rm cap}$ the potential diverges at the surfaces. If $n_0$ is larger it diverges inside the film: for $n_0=1.1\,n_{\rm cap}$ at $|x|=(t/2)/\sqrt{1.1}=4.77$ nm, short of the surface at 5 nm. Every positive $n_0$ below $n_{\rm cap}$ gives a finite profile, so the limit cannot be lowered within this model.

For the stated film, $kT=4.14195\times10^{-14}$ erg, $e=4.80320\times10^{-10}$ esu and $t=10^{-6}$ cm. Hence
\begin{equation}
n_{\rm cap}=\frac{\pi(11.7)(4.14195\times10^{-14})}
{2(4.80320\times10^{-10})^2(10^{-6})^2}\ \mathrm{cm^{-3}}
=3.30\times10^{18}\ \mathrm{cm^{-3}},
\end{equation}
or $3.30\times10^{24}\ \mathrm{m^{-3}}$. In SI form the limit is $2\pi^2\kappa\epsilon_0kT/(e^2t^2)$, obtained by replacing $e^2$ with $e^2/(4\pi\epsilon_0)$.

The gate, the oxide and $n_i$ do not appear in $n_{\rm cap}$. They determine which allowed $n_0$ is realized. The limit scales as $T/t^2$ at fixed $\kappa$: halving the thickness raises it fourfold, and heating the film to 358 K raises it to $3.94\times10^{18}\ \mathrm{cm^{-3}}$.

Neglecting holes is harmless here. In equilibrium $p=n_i^2/n$, which is largest at the midplane, where $n$ is smallest. With $\delta=p(0)/n_0$, the net charge obeys $n-p\ge(1-\delta)n$. Repeating the integration with this inequality replaces $q^2$ by at least $(1-\delta)q^2$, and the limit becomes at most $n_{\rm cap}/(1-\delta)$. For $n_i=10^{10}\ \mathrm{cm^{-3}}$ and the density found below, $p(0)=39\ \mathrm{cm^{-3}}$ and $\delta\approx1.5\times10^{-17}$.

\subsection*{Sheet density and the two limits}

Integrating the density over the film gives
\begin{equation}
N=2\int_0^{t/2}\frac{n_0\,dx}{\cos^2(qx)}
=\frac{2n_0}{q}\tan\beta .
\end{equation}
From \eqref{eq:q}, $n_0=\kappa kTq^2/(2\pi e^2)$. Using also $q=2\beta/t$,
\begin{equation}
N=\frac{\kappa kTq}{\pi e^2}\tan\beta
=N_*\,\beta\tan\beta,\qquad
N_*=\frac{2\kappa kT}{\pi e^2t}. \label{eq:N}
\end{equation}
The product $\beta\tan\beta$ rises from zero to infinity on $0<\beta<\pi/2$. The sheet density is therefore unbounded in this model, although the midplane density is bounded.

For $N\ll N_*$, $\beta\tan\beta\approx\beta^2$, so $\beta^2\approx N/N_*$. Since $n_{\rm cap}/N_*=\pi^2/(4t)$,
\begin{equation}
n_0\approx n_{\rm cap}\frac{4}{\pi^2}\frac{N}{N_*}=\frac{N}{t}.
\end{equation}
The electrons then fill the film almost uniformly, and the midplane density follows the gate charge.

For $N\gg N_*$, write $\nu=N/N_*$ and $\beta=\pi/2-\delta_\beta$. Because $\tan\beta=\cot\delta_\beta=1/\delta_\beta-\delta_\beta/3+\cdots$,
\begin{equation}
\nu=\left(\frac{\pi}{2}-\delta_\beta\right)\cot\delta_\beta
=\frac{\pi}{2\delta_\beta}-1+O(\delta_\beta).
\end{equation}
Hence $2\delta_\beta/\pi=1/(1+\nu)+O(\nu^{-3})$, and
\begin{equation}
\frac{n_0}{n_{\rm cap}}=\left(1-\frac{2\delta_\beta}{\pi}\right)^2
=\left(\frac{N}{N+N_*}\right)^2+O\!\left[(N_*/N)^3\right]. \label{eq:large}
\end{equation}
The shortfall from the limit decreases only as $2N_*/N$. Added electrons gather near the surfaces and screen the midplane from the gates.

\subsection*{Gate potential}

Each gate supplies the field lines for half the electrons. Gauss's law gives the magnitude of the silicon surface field,
\begin{equation}
E_s=\frac{4\pi e(N/2)}{\kappa}=\frac{2\pi eN}{\kappa}
=\frac{kT}{e}\frac{4\beta}{t}\tan\beta ,
\end{equation}
where \eqref{eq:N} was used last. The oxide field is $E_{\rm ox}=\kappa E_s/\kappa_{\rm ox}$. Adding the midplane potential, the rise to the surface and the oxide drop gives
\begin{equation}
\frac{eV_G}{kT}=\ln\frac{n_0}{n_i}-2\ln\cos\beta
+\frac{\kappa}{\kappa_{\rm ox}}\frac{4t_{\rm ox}}{t}\beta\tan\beta. \label{eq:gate}
\end{equation}
Here $n_0$ is the function of $\beta$ in \eqref{eq:cap}. Every term increases with $\beta$, and their sum runs from $-\infty$ to $+\infty$. Each finite gate potential therefore selects exactly one $\beta<\pi/2$, and a larger one brings $n_0$ closer to the limit.

\subsection*{Numbers for the film}

Equation \eqref{eq:N} gives $N_*=1.337\times10^{12}\ \mathrm{cm^{-2}}$. For $N=10^{13}\ \mathrm{cm^{-2}}$ the condition is
\begin{equation}
\beta\tan\beta=7.478,
\end{equation}
whose numerical root is $\beta=1.3874$. Therefore
\begin{align}
n_0&=(2\times1.3874/\pi)^2(3.30\times10^{18})
=2.57\times10^{18}\ \mathrm{cm^{-3}},\\
n(t/2)&=n_0/\cos^2\beta=7.74\times10^{19}\ \mathrm{cm^{-3}}.
\end{align}
The midplane has reached 78.0\% of its limit; the leading term of \eqref{eq:large} gives 77.8\%. The surface density is thirty times the midplane density.

The surface field is 0.773 MV/cm, and the oxide field is three times larger, 2.32 MV/cm. With $kT/e=25.85$ mV and $n_i=10^{10}\ \mathrm{cm^{-3}}$, the three terms of \eqref{eq:gate} give
\begin{equation}
V_G=0.501+0.088+0.232=0.821\ \mathrm{V}.
\end{equation}
This is not a threshold voltage or an overdrive: its zero is fixed by the electron quasi-Fermi level and the flat-band condition.

The approach to the limit can also be found without \eqref{eq:profile}. Solving \eqref{eq:poisson} and \eqref{eq:bc} by Newton iteration on a finite-volume grid gives

\begin{center}
\begin{tabular}{cccc}
$V_G$ (V) & $N$ ($10^{12}$ cm$^{-2}$) & $n_0$ ($10^{18}$ cm$^{-3}$) & $n_0/n_{\rm cap}$\\
0.4 & 0.049 & 0.048 & 0.015\\
0.6 & 2.98 & 1.64 & 0.498\\
1.0 & 16.6 & 2.83 & 0.857\\
2.0 & 57.0 & 3.15 & 0.955\\
5.0 & 184 & 3.25 & 0.986
\end{tabular}
\end{center}

From 1 V to 5 V the sheet density grows elevenfold while the midplane density grows by 15\%. The last two rows illustrate the mathematics only. Since $E_{\rm ox}$ is proportional to $N$, their oxide fields are about 13 and 43 MV/cm, above a rough breakdown scale of 10 MV/cm.

\subsection*{Does the limit survive Fermi statistics?}

The classical surface density exceeds the effective density of states of the conduction band, $N_c=2.74\times10^{19}\ \mathrm{cm^{-3}}$ for masses $m_l=0.916$ and $m_t=0.190$ in units of the electron mass. Boltzmann statistics therefore fail near the surfaces. Let $\eta$ be the quasi-Fermi level relative to the local band edge, divided by $kT$, and let $F_j$ be the normalized Fermi integral, for which $F_{3/2}'=F_{1/2}$. Then $n=N_cF_{1/2}(\eta)$, and the same steps as before give
\begin{equation}
\eta'^2=\frac{8\pi e^2N_c}{\kappa kT}
\left[F_{3/2}(\eta)-F_{3/2}(\eta_0)\right]. \label{eq:fd}
\end{equation}
The surface slope is $\eta'_s=2\pi e^2N/(\kappa kT)$, by Gauss's law. It fixes the surface value $\eta_s$ for a trial midplane value $\eta_0$, and $\eta_0$ is then adjusted until $\int_{\eta_0}^{\eta_s}d\eta/\eta'=t/2$.

At $N=10^{13}\ \mathrm{cm^{-2}}$ the numerical solution has $n_0=2.80\times10^{18}\ \mathrm{cm^{-3}}$, 9\% above the Boltzmann value. At $2\times10^{13}\ \mathrm{cm^{-2}}$ it has $3.41\times10^{18}\ \mathrm{cm^{-3}}$, already above $n_{\rm cap}$. The classical limit does not bind degenerate electrons. A higher one replaces it. At large $\eta$, $F_{3/2}$ grows as $\eta^{5/2}$, so $1/\eta'$ falls as $\eta^{-5/4}$ and the integral for the half-width stays finite as $\eta_s\to\infty$. For this film and these parabolic bands the midplane density then tends to about $1.8\times10^{19}\ \mathrm{cm^{-3}}$, far above the values reached at the sheet densities considered here. This limit is a property of the equations only. The remainder of the integral falls as $\eta_s^{-1/4}$, so even at $N=10^{15}\ \mathrm{cm^{-2}}$ the midplane density is only $7.2\times10^{18}\ \mathrm{cm^{-3}}$. The surface Fermi level is then 2.5 eV above the band edge, where parabolic bands no longer describe silicon and the oxide would have broken down.

\subsection*{Does it survive confinement?}

The classical density falls away from the surface over a length of order $kT/(eE_s)=0.33$ nm, and half of the electrons lie within 0.62 nm of a surface. For the heavy mass $m_l$, the lowest level of an empty 10 nm well with hard walls lies at 4.1 meV. For the light mass $m_t$ it lies at 19.8 meV, comparable with $kT=25.9$ meV. Confinement energies vary as the inverse square of the width, so the thin surface layer costs far more. A triangular-well ground state that vanishes at the wall and has half of its probability within 0.62 nm of it carries a kinetic energy of about 0.19 eV for $m_l$ and 0.90 eV for $m_t$, or 7 and 35 times $kT$. So thin a layer cannot form.

A quantum estimate requires the Schr\"odinger and Poisson equations together:
\begin{equation}
-\frac{\hbar^2}{2m_z}\psi_j''-e\phi\,\psi_j=E_j\psi_j,\qquad
\psi_j(\pm t/2)=0 .
\end{equation}
For a (001) film, two valleys have $m_z=m_l$ and in-plane density-of-states mass $m_\parallel=m_t$. The other four have $m_z=m_t$ and $m_\parallel=\sqrt{m_lm_t}$. A subband in a family of $g$ valleys holds
\begin{equation}
N_j=\frac{g\,m_\parallel kT}{\pi\hbar^2}
\ln\!\left[1+e^{(\mu-E_j)/kT}\right]
\end{equation}
electrons per unit area, including spin. The level $\mu$ is set by the total $N$, and $n=\sum_jN_j|\psi_j|^2$ returns to Poisson's equation. Finite differences and damped iteration to self-consistency give the midplane densities below, in $10^{18}\ \mathrm{cm^{-3}}$. The grid spacing leaves an error of about 0.1\% in the quantum values, so their last digit is uncertain by one.

\begin{center}
\begin{tabular}{cccc}
$N$ (cm$^{-2}$) & Boltzmann & Fermi & quantum\\
$1\times10^{13}$ & 2.57 & 2.80 & 5.96\\
$2\times10^{13}$ & 2.90 & 3.41 & 7.01\\
$3\times10^{13}$ & 3.02 & 3.76 & 7.45
\end{tabular}
\end{center}

At $10^{13}\ \mathrm{cm^{-2}}$ the quantum midplane density is 1.8 times $n_{\rm cap}$ and 2.3 times the classical value at the same $N$. The wavefunctions vanish at the walls, where the classical density is largest. The quantum density peaks inside the film at $1.85\times10^{19}\ \mathrm{cm^{-3}}$, about a quarter of the classical surface value. The same total charge is spread more evenly, and more of it reaches the midplane.

\subsection*{Comparison with real transistors}

A body about 10 nm thick, an equivalent oxide thickness near 1 nm and a sheet density near $10^{13}\ \mathrm{cm^{-2}}$ are roughly representative of thin-body silicon transistors. For such a film the assumption that fails most seriously, among those examined here, is the classical treatment of the electrons: it moves the midplane density from $2.6\times10^{18}$ to about $6\times10^{18}\ \mathrm{cm^{-3}}$. The quantum figure is itself a model result. It omits exchange and correlation, nonparabolic bands and disorder, and its hard walls exclude penetration into the oxide. Replacing the walls by oxide barriers of 3.1 eV, with an oxide mass of 0.4 electron masses, lowers the midplane density at $10^{13}\ \mathrm{cm^{-2}}$ by about 11\%, to $5.3\times10^{18}\ \mathrm{cm^{-3}}$, which is still well above $n_{\rm cap}$. A real gate also leaks. For a rough barrier of 3.1 eV and an oxide mass of 0.4 electron masses, the WKB transmission through 1 nm of oxide at 2.32 MV/cm is about $10^{-5}$ per attempt. This is a probability, not a current, and does not by itself establish how flat the quasi-Fermi level remains.

The value $3.3\times10^{18}\ \mathrm{cm^{-3}}$ is thus a strict limit for the classical model stated in the problem, and a calculation based on that model must respect it. It is not a limit on the electron density in an actual 10 nm silicon film.
